# Gaussian s-type integrals from the product theorem and the Boys function

An electron in a molecule moves in the field of several nuclei and is repelled by the other electrons. If its orbital is built from functions centred on different atoms, the energy contains integrals in which two, three or four centres appear together, and the Coulomb interaction adds a factor $1/r$ that is singular at a point of its own. How can such integrals be reduced to something that can be evaluated directly?

For Gaussian functions one identity does most of the work. I start with one function on one centre, where everything is elementary, and keep those results as tests for the general formulas.

## Conventions and the one-centre case

In atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$), lengths are in bohr and energies in hartree. The functions are real and spherical about their centres:

$$g_a(\mathbf r)=e^{-a|\mathbf r-\mathbf A|^2},\qquad a>0,$$

and similarly $g_b$ on $\mathbf B$, and so on. They are not normalised; the norm is applied at the end.

The basic integral is $I=\int_{-\infty}^{\infty}e^{-px^2}dx$. Its square is an integral over a plane, which in polar coordinates is

$$I^2=\int_0^\infty 2\pi r\,e^{-pr^2}dr=\frac{\pi}{p},\qquad I=\sqrt{\frac{\pi}{p}} .$$

Differentiating with respect to $p$ and changing the sign gives

$$\int_{-\infty}^{\infty}x^2e^{-px^2}dx=\frac{1}{2p}\sqrt{\frac{\pi}{p}},$$

so the mean of $x^2$ under the weight $e^{-px^2}$ is $1/(2p)$, and in three dimensions the mean of $r^2$ is $3/(2p)$.

Since $g_a^2=e^{-2a|\mathbf r-\mathbf A|^2}$ integrates to $(\pi/2a)^{3/2}$, the normalised function is $N_ag_a$ with $N_a=(2a/\pi)^{3/4}$.

For the kinetic energy, integration by parts turns $-\frac12\int g\nabla^2g$ into $\frac12\int|\nabla g|^2$, because the boundary term vanishes. With $\nabla g_a=-2a(\mathbf r-\mathbf A)g_a$ and a mean square radius $3/(4a)$ under $g_a^2$,

$$T_{aa}=\frac12\,(4a^2)\,\frac{3}{4a}=\frac{3a}{2}.$$

For a nucleus of charge $Z$ at $\mathbf A$, the volume element $4\pi r^2dr$ removes the singularity:

$$V_{aa}=-Z\left(\frac{2a}{\pi}\right)^{3/2}\int_0^\infty 4\pi r\,e^{-2ar^2}dr=-Z\left(\frac{2a}{\pi}\right)^{3/2}\frac{\pi}{a}=-2Z\sqrt{\frac{2a}{\pi}} .$$

For $a=1$ bohr$^{-2}$ and $Z=1$ these are $1.5000$ and $-1.5958$ hartree.

## Two centres: the product theorem

With two centres there is no common origin. The sum of the two exponents is, however, still quadratic in $\mathbf r$. Define

$$p=a+b,\qquad \mathbf P=\frac{a\mathbf A+b\mathbf B}{p},\qquad \mu=\frac{ab}{p},\qquad R=|\mathbf A-\mathbf B| .$$

Expanding and completing the square,

$$a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2
=p|\mathbf r-\mathbf P|^2+aA^2+bB^2-pP^2 .$$

The part without $\mathbf r$ is

$$\frac{(a+b)(aA^2+bB^2)-|a\mathbf A+b\mathbf B|^2}{p}
=\frac{ab\,(A^2+B^2-2\mathbf A\cdot\mathbf B)}{p}=\mu R^2 ,$$

where the terms $a^2A^2$ and $b^2B^2$ have cancelled. Therefore

$$g_ag_b=K_{ab}\,e^{-p|\mathbf r-\mathbf P|^2},\qquad K_{ab}=e^{-\mu R^2}. \tag{1}$$

Two Gaussians on two centres are one Gaussian on a point between them, reduced by a constant. If $\mathbf A=\mathbf B$, then $K_{ab}=1$, as it must be.

**Numbers.** I take $a=1$ and $b=0.5$ bohr$^{-2}$, with $\mathbf A$ at the origin and $\mathbf B$ at $1.5$ bohr on the $z$ axis. These are model parameters. Then $p=1.5$ bohr$^{-2}$, $\mu=1/3$ bohr$^{-2}$, $\mu R^2=0.75$ and $K_{ab}=e^{-0.75}=0.4724$. The point $\mathbf P$ lies at $z=0.5$ bohr, nearer to the tighter function.

## Overlap

Integrating (1) gives three equal one-dimensional factors:

$$S=\int g_ag_b\,d^3r=K_{ab}\left(\frac{\pi}{p}\right)^{3/2}. \tag{2}$$

For $a=b$ and $\mathbf A=\mathbf B$ this is $(\pi/2a)^{3/2}=1/N_a^2$, so the normalised overlap is 1.

In the example (2) gives $0.472367\,(\pi/1.5)^{3/2}=1.43175$ bohr$^3$. The norms are $0.712705$ and $0.423777$ bohr$^{-3/2}$, with product $0.302028$ bohr$^{-3}$. The normalised overlap is $0.302028\times1.43175=0.4324$.

## Kinetic energy

Taking the divergence of $\nabla g_b=-2b(\mathbf r-\mathbf B)g_b$ gives $-6b\,g_b$ from $\nabla\cdot\mathbf r=3$, and $+4b^2|\mathbf r-\mathbf B|^2g_b$ from $-2b(\mathbf r-\mathbf B)\cdot\nabla g_b$, the gradient of the remaining factor $g_b$. Hence

$$T=-\frac12\int g_a\nabla^2g_b\,d^3r
=3bS-2b^2\int|\mathbf r-\mathbf B|^2g_ag_b\,d^3r .$$

By (1) the weight $g_ag_b$ is a Gaussian about $\mathbf P$. Write $\mathbf r-\mathbf B=(\mathbf r-\mathbf P)+(\mathbf P-\mathbf B)$. The cross term is odd about $\mathbf P$ and integrates to zero. With $\mathbf P-\mathbf B=a(\mathbf A-\mathbf B)/p$, the mean of $|\mathbf r-\mathbf B|^2$ is

$$\frac{3}{2p}+\frac{a^2R^2}{p^2}.$$

Thus

$$T=S\left[3b-\frac{3b^2}{p}-\frac{2a^2b^2R^2}{p^2}\right].$$

The first two terms combine to $3b(p-b)/p=3ab/p=3\mu$, and the last is $-2\mu^2R^2$:

$$T=\mu\,(3-2\mu R^2)\,S. \tag{3}$$

This relation holds with or without the norms, since both sides carry the same factor $N_aN_b$. On one centre with $a=b$ we have $\mu=a/2$ and normalised $S=1$, so $T=3a/2$, the earlier result.

In the example, $T=\frac13(3-1.5)\times0.432429=0.2162$ hartree, or $5.88$ eV.

Formula (3) becomes negative when $\mu R^2>3/2$. Moving $\mathbf B$ out to $3$ bohr gives $\mu R^2=3$, and a normalised overlap of $0.045578$, hence $T=\frac13(3-6)\times0.045578=-0.0456$ hartree. This does not mean that an electron has negative kinetic energy. Integration by parts gives

$$T=\frac12\int\nabla g_a\cdot\nabla g_b\,d^3r
=2ab\int(\mathbf r-\mathbf A)\cdot(\mathbf r-\mathbf B)\,g_ag_b\,d^3r ,$$

and the scalar product is negative inside the sphere that has the line $AB$ as its diameter. There a step in the direction in which one function rises fastest makes the other fall. For an actual orbital $\psi$, a combination of both functions, the expectation value is $\frac12\int|\nabla\psi|^2\ge0$.

## Nuclear attraction and the Boys function

Let a nucleus of charge $Z$ sit at $\mathbf M$, at distance $d=|\mathbf P-\mathbf M|$ from the product centre. By (1) we need

$$W(p,d)=\int\frac{e^{-p|\mathbf r-\mathbf P|^2}}{|\mathbf r-\mathbf M|}\,d^3r .$$

The factor $1/s$ is not a Gaussian, but it is a sum of Gaussians of every width. Half of the basic integral, with $p$ replaced by $s^2$, is $\int_0^\infty e^{-s^2u^2}du=\sqrt\pi/(2s)$, so

$$\frac1s=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2s^2}du,\qquad s>0. \tag{4}$$

Insert this with $s=|\mathbf r-\mathbf M|$. The integrand is positive everywhere, so the order of integration may be exchanged. At fixed $u$ the space integral is an overlap of two Gaussians, with exponents $p$ and $u^2$, and (2) gives

$$W=\frac{2}{\sqrt\pi}\int_0^\infty\left(\frac{\pi}{p+u^2}\right)^{3/2}
\exp\left(-\frac{pu^2}{p+u^2}\,d^2\right)du .$$

The fraction $u^2/(p+u^2)$ runs from 0 to 1, which suggests calling it $t^2$. Solving for $u$,

$$u=\sqrt p\,\frac{t}{\sqrt{1-t^2}},\qquad p+u^2=\frac{p}{1-t^2},$$

$$\frac{du}{dt}=\sqrt p\left[\frac{1}{(1-t^2)^{1/2}}+\frac{t^2}{(1-t^2)^{3/2}}\right]=\frac{\sqrt p}{(1-t^2)^{3/2}} .$$

The factor $(p+u^2)^{-3/2}$ supplies $p^{-3/2}(1-t^2)^{3/2}$, which cancels the power of $1-t^2$ in $du$. The constants are $(2/\sqrt\pi)\,\pi^{3/2}\,p^{-3/2}\sqrt p=2\pi/p$. What remains is

$$W(p,d)=\frac{2\pi}{p}F_0(pd^2),\qquad F_0(x)=\int_0^1e^{-xt^2}dt , \tag{5}$$

and the attraction integral is

$$V=-Z\,K_{ab}\,\frac{2\pi}{p}\,F_0\!\left(p|\mathbf P-\mathbf M|^2\right). \tag{6}$$

$F_0$ is the Boys function of order zero. It is what is left of the Coulomb kernel after the space integration.

**Its form and limits.** For $x>0$, put $y=\sqrt x\,t$ and use $\operatorname{erf}(z)=(2/\sqrt\pi)\int_0^ze^{-y^2}dy$:

$$F_0(x)=\frac{1}{\sqrt x}\int_0^{\sqrt x}e^{-y^2}dy=\frac12\sqrt{\frac{\pi}{x}}\,\operatorname{erf}(\sqrt x). \tag{7}$$

At $x=0$ this form reads $0/0$, but the definition gives $F_0(0)=1$. Expanding the exponential and integrating term by term gives the form to use near zero:

$$F_0(x)=1-\frac x3+\frac{x^2}{10}-\dots$$

For $d=0$ and $p=2a$, (5) gives $W=\pi/a$, the value found by direct radial integration in the one-centre case.

For large $x$ the error function tends to 1 and $F_0\to\frac12\sqrt{\pi/x}$. Then

$$W\to\frac{2\pi}{p}\cdot\frac12\sqrt{\frac{\pi}{pd^2}}=\left(\frac{\pi}{p}\right)^{3/2}\frac1d .$$

The first factor is the total content of the Gaussian cloud. Seen from far away, the cloud acts as a point charge.

**Numbers.** Place a unit charge at $\mathbf A$. Then $d=0.5$ bohr, $x=1.5\times0.25=0.375$ and $F_0=0.887893$. With the norms,

$$V=-0.302028\times0.472367\times\frac{2\pi}{1.5}\times0.887893=-0.5306\ \text{hartree},$$

or $-14.44$ eV. With the charge at $\mathbf B$ instead, $d=1$ bohr, $x=1.5$ and $F_0=0.663351$, so $V=-0.3964$ hartree, or $-10.79$ eV. Only $F_0$ has changed. It decreases with $x$, because its integrand does, and $\mathbf B$ is farther from the centre of the product cloud.

## Electron repulsion

Now two electrons are involved, and up to four centres:

$$(ab|cd)=\iint g_a(\mathbf r_1)g_b(\mathbf r_1)\frac{1}{|\mathbf r_1-\mathbf r_2|}g_c(\mathbf r_2)g_d(\mathbf r_2)\,d^3r_1d^3r_2 .$$

Electron 1 carries the pair $ab$ and electron 2 the pair $cd$. Let $q=c+d$, and let $\mathbf Q$ and $K_{cd}$ be defined for the second pair as $\mathbf P$ and $K_{ab}$ were for the first. Applying (1) to each pair leaves two Gaussian clouds:

$$(ab|cd)=K_{ab}K_{cd}\iint\frac{e^{-p|\mathbf r_1-\mathbf P|^2}\,e^{-q|\mathbf r_2-\mathbf Q|^2}}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .$$

The kernel depends on $\mathbf s=\mathbf r_1-\mathbf r_2$ alone, so I replace $\mathbf r_1$ by $\mathbf r_2+\mathbf s$. At fixed $\mathbf r_2$ this is a shift, so $d^3r_1=d^3s$. The first exponent becomes $-p|\mathbf r_2-(\mathbf P-\mathbf s)|^2$. At fixed $\mathbf s$ the integral over $\mathbf r_2$ is again an overlap, between centres $\mathbf P-\mathbf s$ and $\mathbf Q$:

$$\left(\frac{\pi}{p+q}\right)^{3/2}e^{-\rho|\mathbf s-(\mathbf P-\mathbf Q)|^2},\qquad \rho=\frac{pq}{p+q}.$$

The remaining integral over $\mathbf s$, with the factor $1/s$, is $W(\rho,|\mathbf P-\mathbf Q|)$ from (5). The constants multiply to

$$\left(\frac{\pi}{p+q}\right)^{3/2}\frac{2\pi(p+q)}{pq}=\frac{2\pi^{5/2}}{pq\sqrt{p+q}},$$

and so

$$(ab|cd)=K_{ab}K_{cd}\,\frac{2\pi^{5/2}}{pq\sqrt{p+q}}\,F_0\!\left(\rho|\mathbf P-\mathbf Q|^2\right). \tag{8}$$

**Limit of a sharp second cloud.** Give the second cloud unit charge by the factor $(q/\pi)^{3/2}$ and let $q\to\infty$. Then $\rho\to p$, and the prefactor $(q/\pi)^{3/2}\,2\pi^{5/2}/(pq\sqrt{p+q})$ tends to $2\pi/p$. This is (5): the second electron has become a point charge.

**A form with overlaps.** By (2), $K_{ab}=S_{ab}(p/\pi)^{3/2}$, and likewise for $cd$. Substituting in (8) and collecting powers gives

$$(ab|cd)=S_{ab}S_{cd}\;2\sqrt{\frac{\rho}{\pi}}\;F_0\!\left(\rho|\mathbf P-\mathbf Q|^2\right). \tag{9}$$

With normalised functions, $S_{ab}$ and $S_{cd}$ are the charges of the two clouds.

For $(aa|bb)$ both charges are 1, $p=2a$, $q=2b$ and $|\mathbf P-\mathbf Q|=R$. With (7),

$$(aa|bb)=\frac{\operatorname{erf}(\sqrt\rho\,R)}{R}. \tag{10}$$

In the example $\rho=2\times1/3=0.6667$ bohr$^{-2}$ and $\rho R^2=1.5$, so

$$(aa|bb)=2\sqrt{\frac{0.6667}{\pi}}\times0.663351=0.6112\ \text{hartree},$$

or $16.63$ eV. Moving $\mathbf B$ outward shows the approach to two point charges:

| $R$ (bohr) | $(aa\vert bb)$ (hartree) | ratio to $1/R$ |
|---|---|---|
| 1.5 | 0.6112 | 0.9167 |
| 3.0 | 0.3332 | 0.9995 |
| 6.0 | 0.1667 | 1.0000 |

At $1.5$ bohr the clouds penetrate each other and the repulsion is about 8% below the point-charge value $1/R$. By (10) the ratio is $\operatorname{erf}(\sqrt\rho R)$, so the deficit dies off like a Gaussian tail.

For $(ab|ab)$ the two clouds coincide. Then $F_0(0)=1$, $\rho=p/2=0.75$ bohr$^{-2}$, and

$$(ab|ab)=0.432429^2\times2\sqrt{\frac{0.75}{\pi}}=0.1827\ \text{hartree},$$

or $4.97$ eV. It is much smaller than $(aa|bb)$ because each cloud holds a charge of only $0.4324$, which gives the factor $0.4324^2=0.187$. With unit charges the two coincident clouds would repel with $2\sqrt{0.75/\pi}=0.9772$ hartree, more than $(aa|bb)$. If all four functions are the same, (9) gives $(aa|aa)=2\sqrt{a/\pi}=1.1284$ hartree for $a=1$ bohr$^{-2}$, finite although the kernel is singular.

The numerical check evaluates $(aa|bb)$, $(ab|ab)$ and $(aa|aa)$ at $R=1.5$ bohr, and one four-centre integral in a general geometry, by six-dimensional quadrature of the original functions; the largest deviation from (8), relative to the quadrature value, is $1.5\times10^{-13}$.

## What the formulas cover

The basis functions of a Hartree-Fock calculation can be fixed sums of Gaussians, $\chi_i=\sum_k c_{ik}N_kg_k$. Every integral above is linear in each function, so for example

$$\langle\chi_i|\chi_j\rangle=\sum_{kl}c_{ik}c_{jl}N_kN_l\,S_{kl},$$

and a repulsion integral becomes a fourfold sum of terms (8). The Fock matrix is then assembled from these numbers and the density matrix.

The results rest on spherical Gaussians, point nuclei and the bare $1/r$ interaction. A function with angular factors, such as $x\,e^{-ar^2}$, brings polynomials into the integrands, and (2), (3), (6) and (8) no longer apply as they stand. A different interaction leaves the product theorem untouched. If it depends on the distance alone and can be written as a superposition of Gaussians like (4), only the weight in (4) changes, and the space integration goes through as before. What replaces $F_0$ is then in general no longer a function of $pd^2$ alone: for the screened interaction $e^{-\kappa s}/s$ the integrand in (4) gains the factor $e^{-\kappa^2/4u^2}$, and the result depends on $\kappa^2/p$ as well. The formulas are exact for the Gaussians themselves. How well a few Gaussians represent a real orbital is a separate question: $\nabla g_a$ vanishes at $\mathbf A$, so a finite sum of s-type Gaussians on one nucleus is flat there and cannot reproduce a cusp.

## Table of computed values

```
exponents a, b: 1.0, 0.5 bohr^-2
separation R: 1.5 bohr; point charge Z: 1 e
p = 1.5000 bohr^-2, mu = 0.333333 bohr^-2
P on z axis: 0.5000 bohr; mu R^2 = 0.7500
K_ab = 0.472367
norms N_a, N_b: 0.712705, 0.423777 bohr^-3/2
N_a N_b = 0.302028 bohr^-3
unnormalised overlap: 1.431750 bohr^3
normalised overlap S_ab: 0.432429
kinetic T_ab: 0.216214 hartree = 5.8835 eV
charge at A: x = 0.3750, F0 = 0.887893
charge at B: x = 1.5000, F0 = 0.663351
V_ab, charge at A: -0.530611 hartree = -14.4387 eV
V_ab, charge at B: -0.396423 hartree = -10.7872 eV
(aa|bb): rho = 0.666667 bohr^-2, x = 1.5000
(aa|bb) = 0.611157 hartree = 16.6304 eV
(aa|bb) by 6D quadrature: 0.611157 hartree
(ab|ab): rho = 0.7500 bohr^-2, x = 0, F0 = 1.0
(ab|ab) = 0.182732 hartree = 4.9724 eV
(ab|ab) by 6D quadrature: 0.182732 hartree
(aa|aa) = 1.128379 hartree
one-centre T_aa: 1.500000 hartree
one-centre V_aa, charge at A: -1.595769 hartree
at R = 3.0 bohr: mu R^2 = 3.0000
at R = 3.0 bohr: S_ab = 0.045578
at R = 3.0 bohr: T_ab = -0.045578 hartree
R = 1.5 bohr: (aa|bb) = 0.611157, 1/R = 0.666667 hartree, ratio = 0.916735
R = 3.0 bohr: (aa|bb) = 0.333156, 1/R = 0.333333 hartree, ratio = 0.999468
R = 6.0 bohr: (aa|bb) = 0.166667, 1/R = 0.166667 hartree, ratio = 1.000000
largest relative deviation, overlap: 2.6e-16
largest relative deviation, kinetic: 1.6e-09
largest relative deviation, attraction: 2.4e-15
largest relative deviation, repulsion: 1.5e-13
largest deviation from library (atomic units): 2.5e-14
```
